# Site-limited ionic screening of contact potentials in halide perovskite films

## The physical situation

A halide perovskite film sits between two metals of different work function. At zero applied voltage, electrons pass through the external circuit until the two Fermi levels agree. The metal with the lower work function is left positive, the other negative, and the potential difference $V$ between them falls across the film.

In a film without mobile charge the field would be $V/L$ throughout, $L$ being the thickness. Halide vacancies, however, are positive and mobile. They drift towards the high-work-function contact and leave the other contact depleted. In a thick enough film this continues until the interior is field-free.

If the vacancies behaved as an ideal solution, their density would follow a Boltzmann factor and could rise without bound. Each vacancy needs a halide site, and no site holds two. Site exclusion therefore keeps the accumulated density below the Boltzmann prediction. How far below, and how the contact potential is then shared between the two sides, is derived here.

## The model

The coordinate $x$ runs from the low-work-function contact at $x=0$ to the high-work-function contact at $x=L$. The potential $\phi$ falls along $x$, with $\phi(0)-\phi(L)=V>0$. The assumptions are these.

- The vacancies carry charge $+e$ and density $n(x)$. They cannot cross the contacts, so their mean density $N_0$ is conserved.
- At most $N_m$ vacancies fit in unit volume, with $N_m>N_0$.
- The compensating charge is immobile and uniform, of density $-eN_0$.
- The permittivity $\varepsilon$ is constant. Ions interact through the mean potential and through site exclusion, with no further correlations.
- Electrons and holes in the film contribute negligible charge, and all of $V$ falls inside the film.

The reduced quantities are

$$u=\frac{e\phi}{kT},\qquad v=\frac{eV}{kT},\qquad \nu=\frac{N_0}{N_m}.$$

## Equilibrium on a limited set of sites

Take a small region of $M$ sites holding $N$ vacancies at potential $\phi$. The number of arrangements is $M!/[N!(M-N)!]$. Adding one vacancy multiplies it by $(M-N)/(N+1)$, so the free energy changes by

$$\mu=\mu_0+e\phi-kT\ln\frac{M-N}{N+1}.$$

For large $N$ the added 1 is negligible. Per unit volume,

$$\mu=\mu_0+e\phi+kT\ln\frac{n}{N_m-n}.$$

In equilibrium $\mu$ is the same everywhere, hence

$$\frac{n}{N_m-n}=\lambda e^{-u},\tag{1}$$

with $\lambda$ constant across the film. The ratio of filled to empty sites obeys a Boltzmann law; the density itself does so only approximately, where few sites are filled.

Write $y=n/N_m$ for the occupancy, with $y_a$ at the accumulation contact ($x=L$) and $y_d$ at the depletion contact ($x=0$). Since $u(0)-u(L)=v$, equation (1) gives

$$\frac{y_a}{1-y_a}=e^{v}\,\frac{y_d}{1-y_d}.\tag{2}$$

## A pressure balance between the contacts

Poisson's equation is

$$\varepsilon\phi''=-e(n-N_0).$$

Multiply by $\phi'$. The left side becomes the derivative of $\varepsilon\phi'^2/2=\varepsilon E^2/2$, where $E=-\phi'$. On the right, $e\phi'=kT\,u'$. Thus

$$\frac{d}{dx}\frac{\varepsilon E^2}{2}=-kT\,(n-N_0)\,u'.\tag{3}$$

To integrate the term in $n$, note from (1) that $1-y=1/(1+\lambda e^{-u})$. Therefore

$$\frac{d\ln(1-y)}{du}=\frac{\lambda e^{-u}}{1+\lambda e^{-u}}=y,$$

and $n\,u'=N_m\,\dfrac{d}{dx}\ln(1-y)$. Define the osmotic pressure of the lattice gas,

$$\Pi=-kT\,N_m\ln(1-y),$$

which reduces to $kTn$ at low occupancy. Equation (3) then says that

$$\frac{\varepsilon E^2}{2}-\Pi-kTN_0u=\text{constant}.\tag{4}$$

Conservation of ions makes the film neutral as a whole. By Gauss's law

$$\varepsilon[E(L)-E(0)]=e\int_0^L(n-N_0)\,dx=0,$$

so the fields at the two contacts are equal. Evaluating (4) at both contacts, the field terms cancel:

$$\Pi(L)-\Pi(0)=kTN_0\,v=eN_0V.$$

The excess ionic pressure at the accumulation contact balances the electric force on the fixed background. In terms of occupancies,

$$1-y_d=e^{\nu v}(1-y_a).\tag{5}$$

## The contact densities

Equations (2) and (5) determine the two occupancies. Rearranging (2) and inserting (5),

$$y_a=e^{v}y_d\,\frac{1-y_a}{1-y_d}=e^{(1-\nu)v}\,y_d.$$

Equation (5) also gives $y_d=1-e^{\nu v}(1-y_a)$. Substitution yields

$$y_a=e^{(1-\nu)v}-e^{v}+e^{v}y_a .$$

Collecting $y_a$ and dividing by $e^v-1$,

$$\boxed{\;n_{acc}=N_m\,\frac{1-e^{-\nu v}}{1-e^{-v}}\;}\tag{6}$$

and, from $y_d=e^{-(1-\nu)v}y_a$,

$$n_{dep}=N_m\,\frac{e^{\nu v}-1}{e^{v}-1}.\tag{7}$$

The thickness does not appear. Within this model the contact densities are the same whether or not the film has a neutral interior.

The ideal solution is the limit $N_m\to\infty$ at fixed $N_0$, that is $\nu\to0$. Then $1-e^{-\nu v}\to\nu v$ and

$$n_B=\frac{N_0v}{1-e^{-v}}.$$

Dividing (6) by this,

$$\frac{n_{acc}}{n_B}=\frac{1-e^{-\nu v}}{\nu v},\qquad \nu v=\frac{N_0}{N_m}\frac{eV}{kT}.\tag{8}$$

For the density at the contact, the product $\nu v$ alone decides the departure from the ideal solution. Three limits show what this means.

**Small contact potential, $v\ll1$.** Expanding (6) to first order in $v$,

$$n_{acc}\simeq N_0\,\frac{1-\nu v/2}{1-v/2}\simeq N_0\left[1+\tfrac12(1-\nu)v\right].$$

**Large $v$ but $\nu v\ll1$.** Here $n_{acc}\simeq N_0v$. Even the ideal solution accumulates in proportion to $V$, not exponentially. The pressure balance requires this at any thickness, since it reads $kTn_{acc}\simeq eN_0V$ here. In a thick film the two contact layers hold opposite charges, and the depletion side, with its limited background density, takes most of the potential. The first correction from exclusion is a relative reduction of $\nu v/2$.

**$\nu v\gg1$.** Now $n_{acc}\to N_m$: the sites at the contact are full.

## How the contact potential is divided

Suppose the film is thick enough to have a neutral interior, where $n=N_0$, and set $u=0$ there. Equation (1) then fixes $\lambda=\nu/(1-\nu)$, and

$$n=\frac{N_0e^{-u}}{1-\nu+\nu e^{-u}}.\tag{9}$$

For small $u$ this is $n\simeq N_0[1-(1-\nu)u]$. Poisson's equation becomes $u''=(1-\nu)u/\ell_0^2$, so the field dies away towards the interior over

$$\ell=\frac{\ell_0}{\sqrt{1-\nu}},\qquad \ell_0=\sqrt{\frac{\varepsilon kT}{e^2N_0}}.$$

Let $u=-a$ at the accumulation contact and $u=d$ at the depletion contact, with $a+d=v$. Comparing (1) at the contact and in the interior,

$$e^{a}=\frac{1-\nu}{\nu}\,\frac{y_a}{1-y_a}.$$

From (6), $1-y_a=(e^{-\nu v}-e^{-v})/(1-e^{-v})$. Hence

$$a=\ln\left[\frac{1-\nu}{\nu}\,\frac{e^{\nu v}-1}{1-e^{-(1-\nu)v}}\right].\tag{10}$$

For $\nu\to0$ this becomes $a_B=\ln[v/(1-e^{-v})]$, which grows only logarithmically at large $v$. When $\nu v$ and $(1-\nu)v$ are both large,

$$a\simeq\nu v+\ln\frac{1-\nu}{\nu}.\tag{11}$$

The slope $\nu$ has a simple origin. Picture a completely filled slab of width $w_a$ and charge density $e(N_m-N_0)$, facing an empty slab of width $w_d$ and charge density $-eN_0$. Equal charges require $w_a(N_m-N_0)=w_dN_0$. With charge $Q$ per area, a uniform slab of width $w$ drops $Qw/2\varepsilon$. The drops are therefore in the ratio $w_a/w_d=\nu/(1-\nu)$, and the filled slab takes the fraction $\nu$ of the total.

## Field, charge and capacitance

In the neutral interior $E=0$, $u=0$ and $y=\nu$. Equation (9) gives $1-y=(1-\nu)/(1-\nu+\nu e^{-u})$. Subtracting the interior value of (4) from its value at potential $u$,

$$\frac{\varepsilon E^2}{2}=kTN_0W(u),\qquad W(u)=\frac1\nu\ln\left(1-\nu+\nu e^{-u}\right)+u.\tag{12}$$

The charge per area of either layer has magnitude

$$Q=\varepsilon E_c=\sqrt{2\varepsilon kTN_0W(-a)},$$

where $E_c$ is the contact field.

At a given $u$ on either side, the net charge density from (9) is smaller in magnitude than in the ideal solution: the denominator exceeds 1 for $u<0$ and is below 1 for $u>0$. Each layer thus needs a larger drop to hold a given $Q$. At fixed total $V$, exclusion must lower $Q$.

The mean distance of the accumulated charge from its contact follows from Poisson's equation. Let $s=L-x$ and integrate by parts, extending the range into the field-free interior:

$$\int_0^\infty s\rho\,ds=-\varepsilon\int_0^\infty s\,\frac{d^2\phi}{ds^2}\,ds=\varepsilon\int_0^\infty\frac{d\phi}{ds}\,ds=\varepsilon V_{acc}.$$

Here $V_{acc}=akT/e$. Dividing by $Q$ gives the mean distance $\bar s=V_{acc}/E_c$.

For slow changes of $V$ that the ions follow, differentiate $Q^2=\varepsilon^2E_c^2$ for one layer using (3). This gives $Q\,dQ=\varepsilon|\rho_c|\,dV_{layer}$, where $\rho_c$ is the charge density at the contact. The layer capacitance is $|\rho_c|/E_c$. The two layers carry equal charge and their drops add, so

$$\frac1C=\frac{E_c}{e(n_{acc}-N_0)}+\frac{E_c}{e(N_0-n_{dep})}.\tag{13}$$

## A worked film

Take $L=400$ nm, relative permittivity 25, $T=300$ K, $V=1$ V and $N_0=10^{18}$ cm$^{-3}$. Let the greatest possible vacancy density be $N_m=10^{19}$ cm$^{-3}$, an assumed cap discussed below.

The thermal voltage is 25.85 mV, so $v=38.68$, $\nu=0.1$ and $\nu v=3.868$. The lengths are $\ell_0=5.98$ nm and $\ell=6.30$ nm. Since $e^{-v}$ is negligible, (6) gives

$$n_{acc}=10^{19}\,(1-e^{-3.868})=9.79\times10^{18}\ \text{cm}^{-3}.$$

The ideal solution predicts $N_0v=3.87\times10^{19}$ cm$^{-3}$, nearly four times the cap. The ratio is 0.253.

For the potential, (10) gives $a=\ln[9(e^{3.868}-1)]=6.04$, a drop of 0.156 V. The depletion layer takes the other 0.844 V. The ideal solution has $a_B=\ln 38.68=3.66$, or 0.094 V.

With $W(-a)=31.58$, the contact field is

$$E_c=\frac{kT}{e\ell_0}\sqrt{2W}=\frac{0.02585\ \text{V}}{5.98\ \text{nm}}\times7.95=0.344\ \text{MV/cm}.$$

Results for the same $V$, $N_0$ and permittivity are:

| Quantity | With exclusion | Ideal |
|---|---:|---:|
| Contact field (MV/cm) | 0.344 | 0.357 |
| Charge (µC/cm²) | 0.761 | 0.790 |
| Capacitance (µF/cm²) | 0.418 | 0.437 |
| Mean charge distance (nm) | 4.5 | 2.6 |

A fourfold reduction in contact density lowers the charge by only 4% of its ideal value, because the depletion layer governs most of the series response. Its equivalent width is $Q/(eN_0)=47.5$ nm.

The accumulation layer is not well described by a filled slab alone. A slab holding the same $Q$ would have width $Q/[e(N_m-N_0)]=5.3$ nm and mean charge distance 2.6 nm, against the actual 4.5 nm. Part of the charge lies in a partly filled tail. In (11), the slab slope contributes $\nu V=0.10$ V, and the logarithm adds about 0.057 V.

## Thick and thin films

Without ions the field would be $V/L=0.025$ MV/cm. Solving Poisson's equation numerically by collocation, with equal fields imposed at the contacts, gives a mid-film field that is zero to four decimals relative to $V/L$. The 400 nm film has ample room for both layers.

A 40 nm film is thinner than the 47.5 nm depletion width. With $V$, $N_0$ and $N_m$ unchanged, the same numerical method gives a mid-film field of 0.92 $V/L$. The field in the middle is thus close to its unscreened value, though the field is far from uniform: between the depletion contact and the middle, the bare background lowers it by $eN_0L/(2\varepsilon)=0.58\,V/L$. The occupancy at the accumulation contact is still 0.979, as (6) requires. The division of potential in (10) and the charge from (12) do not apply there, since they assume a neutral interior.

## When exclusion matters

By (8), the reduction in contact density at a given temperature is set by the combination $N_0V/N_m$. Keeping $N_0$ and $V$ fixed and changing only $N_m$ gives:

| $N_m$ (cm⁻³) | $\nu v$ | $n_{acc}/n_B$ | $V_{acc}$ (V) |
|---:|---:|---:|---:|
| $10^{19}$ | 3.87 | 0.253 | 0.156 |
| $10^{20}$ | 0.387 | 0.829 | 0.099 |
| $10^{21}$ | 0.0387 | 0.981 | 0.095 |
| $1.2\times10^{22}$ | 0.0032 | 0.998 | 0.095 |

The last row counts every halide site, three per cubic cell of edge 0.63 nm. Exclusion then changes the contact density by 0.2%. To reach $\nu v=1$ with all these sites available at 1 V would take $N_0=1.2\times10^{22}/38.68\approx3\times10^{20}$ cm$^{-3}$. This number only marks the scale, because the model does not hold there: (10) and (12) would give a contact field of about 6 MV/cm and a mean charge distance of about 0.2 nm, less than one unit cell. A continuous ion density and a constant permittivity are then no longer justified.

A different question gives a very different answer. If one accumulation layer is held at a drop of 0.3 V against a neutral interior, (9) with the cap of $10^{19}$ cm$^{-3}$ gives a full contact. The Boltzmann factor gives $1.1\times10^{23}$ cm$^{-3}$, more than all the halide sites. In the two-contact films of the table the accumulation layer does not see such a drop at $V=1$ V, because the depletion side takes most of the potential.

## The model beside a real device

The thickness, permittivity and contact potential are rough values in the regime of methylammonium lead iodide cells. The vacancy density in such films is uncertain by orders of magnitude. The cap of $10^{19}$ cm$^{-3}$ is far below the halide-site density and is an assumption. It cannot be a count of fixed sites: if only one halide site in 1200, scattered at random, could become vacant, nearly all such sites would be isolated and vacancies could not hop between them. Nor does short-range repulsion explain it: the cap corresponds to a spacing of 4.6 nm, about ten times the distance between neighbouring halide sites, and a repulsion reaching that far would not obey the independent-site law (1). The value is chosen to make exclusion visible and is not derived from a property of the perovskite. If the number of halide sites is the only limit, the fourfold suppression disappears at the $N_0$ used here. A cell may also have transport layers in place of bare metals. A layer doped to $10^{19}$ cm$^{-3}$ with relative permittivity 10 would need $Q^2/(2\varepsilon_t eN_t)=0.20$ V to supply the calculated charge, where $\varepsilon_t$ and $N_t$ are its permittivity and doping. That is a fifth of $V$, so the drop within the perovskite and $Q$ itself would both be smaller.

The charge also depends strongly on the assumption of an immobile background. Suppose the compensating ions also move, with the same cap on their own sites. By symmetry each contact layer takes $V/2$. The background term in (12) is replaced by the second species:

$$W_2=\frac1\nu\left[\ln(1-\nu+\nu e^{v/2})+\ln(1-\nu+\nu e^{-v/2})\right].$$

With the interior density held at $N_0$, the charge rises from 0.76 to about 1.8 µC/cm². This is an estimate, because the layers draw ions from the interior. The net uptake of either species cannot exceed $Q/e$ per area, which here is about 27% of its content in the film. The single-species result therefore holds only while the compensating charge stays in place. If that charge is mobile but slower, the result applies after the vacancies have settled and before the compensating ions move. Whether a given film has such a window depends on migration rates, which this equilibrium model does not contain.

Other omissions can be sized from the same field and densities.

- **Electronic charge.** For a barrier of 0.3 eV and effective mass 0.2 electron masses, the carrier density at the contact is $2\times10^{13}$ cm$^{-3}$, far below $N_0$.
- **Ion correlations.** At density $N_m$ the mean spacing $N_m^{-1/3}$ is 4.6 nm. Two ions have Coulomb energy $kT$ at 2.2 nm. The ratio, 0.48, is not small, so the mean-field profile near the filled contact is approximate.
- **Closest approach.** A 0.3 nm ion-free layer of the same permittivity would drop 0.01 V.
- **Carrier injection.** With optical permittivity $\varepsilon_\infty$ equal to 5 times that of vacuum, the image force lowers the barrier for holes at the depletion contact by about $e\sqrt{eE_c/(4\pi\varepsilon_\infty)}$, or 0.10 eV. The tunnelling energy there, $(e\hbar/2)\sqrt{N_0/(m\varepsilon)}$, is 8.3 meV for a mass of 0.2 electron masses, 0.32 of $kT$. This formula assumes a uniform charge density across the barrier, so it does not carry over to the accumulation layer, where the charge decays within a few nanometres. With a band gap of 1.6 eV and an electron barrier of 0.3 eV at the depletion contact, the hole barrier there is 1.3 eV. Thermionic injection of holes then stays negligible even after the lowering. Other electronic currents are not considered here.
- **Temperature.** At 350 K, with $V$ and both densities fixed, the contact occupancy is 0.964 and the accumulation drop 0.165 V.
